**Shibuya-Wulfman integrals on Fock's sphere and the Sturmian secular equations for H₂⁺**

For Coulomb Sturmians χ_nlm with common exponent k (E = −k²/2, Hartree atomic units), the integral S = ⟨χ'(x−X')|(−∇²+k²)/2k²|χ(x−X)⟩ equals ∫dΩ e^{ip·R} Y'*Y on Fock's sphere, with R = X'−X, and is a finite sum of Gegenbauer and Gaunt coefficients times f_nl(s)Y_lm(R̂), s = kR. The program asserts the Sturmian equation, the orthonormality relations, the Fourier transform, Fock's Jacobian, chord identity and kernel eigenvalue, a selection rule, and agreement of the closed form with real-space quadrature for off-axis R (largest difference 5.5×10⁻¹²). It asserts the group law, the cap estimates for the unitarity tail and the 1/n-weighted tail to 3%, and an exponent within 0.3 of 5/2 for the Shibuya-Wulfman deficit (found: 2.55). For H₂⁺ with shells n ≤ N on each centre it asserts, at fixed s and for N ≤ 8, k_SW ≤ k_Gal ≤ k_exact, growth of k_SW with N and no fall of k_Gal beyond 10⁻⁸, for the lowest g and u states, where SW solves (K−k)B = 0, Gal solves (W−kS)C = 0, and the exact root comes from separation in prolate spheroidal coordinates. At R = 2 bohr the reference 1σ_g energy is −1.102634214 Eh; Galerkin with N = 8 lies 1.5×10⁻⁷ Eh above it and SW with N = 16 lies 4.8×10⁻⁴ Eh above it. The smallest eigenvalue of the g overlap block falls below the 10⁻¹¹ orthogonalisation threshold by N = 6. Minimising the clamped-nucleus curve gives R_e = 1.9972 bohr and D_e = 2.7928 eV for both Galerkin N = 8 and the reference.

## Numerical check

```python
# Shibuya-Wulfman (SW) integrals and Sturmian secular equations, Hartree atomic units.
# chi_nlm = k^1.5 R_nl(kr) Y_lm are Coulomb Sturmians, E = -k^2/2, s = k|R|, R = X' - X.
# Claim: S = <chi'(x-X')|(-Lap+k^2)/(2k^2)|chi(x-X)> = int dOmega e^{ip.R} Y'* Y on Fock's
# sphere = (2pi)^1.5 sum sign * I * Gaunt * f_nl(s) Y_lm(Rhat); Y = (-i)^l P_nl(chi) Y_lm.
# H2+: Galerkin (W - kS)C = 0 and SW (K - k)B = 0 obey k_SW <= k_Gal <= k_exact at fixed s.
# k_exact comes from separation in prolate spheroidal coordinates. N = largest n per centre.
import numpy as np
from functools import lru_cache
from scipy.special import (gammaln, eval_genlaguerre, eval_gegenbauer, eval_legendre,
                           lpmv, spherical_jn, roots_laguerre, roots_legendre)
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
pi = np.pi
EV = physical_constants['Hartree energy in eV'][0]

def radial(n, l, s):
    c = 2*np.exp(0.5*(gammaln(n-l) - np.log(n) - gammaln(n+l+1)))
    return c*(2*s)**l*np.exp(-s)*eval_genlaguerre(n-l-1, 2*l+1, 2*s)
def ladder(n, l):
    return 0.5*np.sqrt((n-l)*(n+l+1)/(n*(n+1)))
def f_nl(n, l, s):
    v = radial(n, l, s) - ladder(n, l)*radial(n+1, l, s)
    return v - ladder(n-1, l)*radial(n-1, l, s) if n-1 > l else v
def polar(n, l, th):
    c = np.exp(l*np.log(2) + gammaln(l+1)
               + 0.5*(np.log(2*n/pi) + gammaln(n-l) - gammaln(n+l+1)))
    return c*np.sin(th)**l*eval_gegenbauer(n-l-1, l+1.0, np.cos(th))
def ylm(l, m, ct, ph):
    a = abs(m)
    c = np.sqrt((2*l+1)/(4*pi)*np.exp(gammaln(l-a+1) - gammaln(l+a+1)))
    y = c*lpmv(a, l, ct)*np.exp(1j*a*ph)
    return y if m >= 0 else (-1)**a*np.conj(y)
def chi(q, k, x):
    r = np.sqrt((x**2).sum(0))
    return k**1.5*radial(q[0], q[1], k*r)*ylm(q[1], q[2], x[2]/r, np.arctan2(x[1], x[0]))
def panels(b, n):
    x, w = roots_legendre(10)
    h = b/n
    return ((np.arange(n)[:, None] + (x+1)/2)*h).ravel(), np.tile(w*h/2, n)
def cheb(M):
    th = pi*np.arange(1, M+1)/(M+1)
    return th, pi/(M+1)*np.sin(th)**2
def fock(p, k):
    return np.append(2*k*p, p@p - k*k)/(p@p + k*k)

# Sturmian equation, weighted orthonormality, Fourier transform, plane-wave integral
k = 1.3
r, wr = panels(60.0, 240)
pg, wp = panels(300.0, 1500)
th, wt = cheb(30)
for n, l in [(1, 0), (2, 1), (3, 0), (4, 2), (5, 1)]:
    x, h = np.array([0.4, 1.7, 5.0]), 1e-3
    u = lambda y: y*radial(n, l, y)
    res = -0.5*(u(x+h) - 2*u(x) + u(x-h))/h**2 + (l*(l+1)/(2*x*x) + 0.5 - n/x)*u(x)
    assert abs(res).max() < 1e-4          # second-difference error, order h^2
    for n2 in range(l+1, l+5):
        assert abs(wr@(r*radial(n, l, r)*radial(n2, l, r)) - (n == n2)/n) < 1e-10
        assert abs(wt@(polar(n, l, th)*polar(n2, l, th)) - (n == n2)) < 1e-12
    for p in (0.3, 1.1, 2.9):
        num = np.sqrt(2/pi)*wr@(k**1.5*radial(n, l, k*r)*spherical_jn(l, p*r)*r*r)
        ang = np.arccos((p*p - k*k)/(p*p + k*k))
        assert abs(num - 4*k**2.5/(k*k + p*p)**2*polar(n, l, ang)) < 1e-10
    ang = 2*np.arctan(k/pg)
    num = 4*pi*wp@(pg**2*(2*k/(k*k + pg**2))**3*spherical_jn(l, 1.9*pg)*polar(n, l, ang))
    assert abs(num - (2*pi)**1.5*f_nl(n, l, 1.9*k)) < 1e-7
    a, wa = panels(pi, 20)                # kernel 1/(2 pi^2 |u-u'|^2) has eigenvalue 1/n
    ker = 4*pi*wa@(np.sin(a)**2*eval_gegenbauer(n-1, 1.0, np.cos(a))/(2 - 2*np.cos(a)))
    assert abs(ker/(2*pi**2) - eval_gegenbauer(n-1, 1.0, 1.0)/n) < 1e-10
p1, p2 = np.array([0.4, -1.2, 0.7]), np.array([2.0, 0.3, -0.5])
J = np.array([(fock(p1+1e-5*e, k) - fock(p1-1e-5*e, k))/2e-5 for e in np.eye(3)])
assert abs(np.sqrt(np.linalg.det(J@J.T)) - (2*k/(k*k + p1@p1))**3) < 1e-8
chord = ((fock(p1, k) - fock(p2, k))**2).sum()
assert abs(chord - 4*k*k*((p1-p2)**2).sum()/((k*k + p1@p1)*(k*k + p2@p2))) < 1e-13
for n2 in (1, 3, 5, 7, 8, 10):            # n'' selection rule for n' = 3, n = 4
    assert abs(wt@(polar(3, 1, th)*polar(4, 1, th)*polar(n2, 0, th))) < 1e-13
assert abs(wt@(polar(3, 1, th)*polar(4, 1, th)*polar(6, 0, th))) > 1e-2

gx, gw = roots_legendre(16)
CT, PH = np.meshgrid(gx, 2*pi*np.arange(24)/24, indexing='ij')
WA = gw[:, None]*2*pi/24
def sw_closed(q1, q, k, R):
    (n1, l1, m1), (n, l, m) = q1, q
    d = np.linalg.norm(R)
    tot, m2 = 0, m - m1
    for l2 in range(abs(l-l1), l+l1+1, 2):
        if l2 < abs(m2):
            continue
        g = (WA*np.conj(ylm(l2, m2, CT, PH)*ylm(l1, m1, CT, PH))*ylm(l, m, CT, PH)).sum()
        for n2 in range(abs(n-n1)+1, n+n1, 2):
            if n2 > l2:
                I = wt@(polar(n1, l1, th)*polar(n, l, th)*polar(n2, l2, th))
                tot += ((-1)**((l1+l2-l)//2)*I*g*f_nl(n2, l2, k*d)
                        * ylm(l2, m2, R[2]/d, np.arctan2(R[1], R[0])))
    return (2*pi)**1.5*tot
def sw_real_space(q1, q, k, R):
    d = np.linalg.norm(R)
    e3 = R/d
    e1 = np.cross(e3, [0.3, 1.0, 0.2]); e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    t, w = roots_laguerre(16)
    xi, eta, ph = [v.ravel() for v in
                   np.meshgrid(1 + t/(k*d), gx, 2*pi*(np.arange(16)+0.3)/16, indexing='ij')]
    W = (np.outer(w*np.exp(t)/(k*d), gw)[:, :, None]*np.full(16, 2*pi/16)).ravel()
    W = W*(d/2)**3*(xi**2 - eta**2)
    rho = d/2*np.sqrt((xi**2 - 1)*(1 - eta**2))
    x = (np.outer(e3, d/2*(1 + xi*eta)) + np.outer(e1, rho*np.cos(ph))
         + np.outer(e2, rho*np.sin(ph)))
    y = x - R[:, None]
    a, b = np.conj(chi(q1, k, y)), chi(q, k, x)
    grad = 0
    for e in 1e-5*np.eye(3)[:, :, None]:
        grad = grad + (np.conj(chi(q1, k, y+e) - chi(q1, k, y-e))
                       * (chi(q, k, x+e) - chi(q, k, x-e)))/4e-10
    return (W@(grad + k*k*a*b)/(2*k*k), q[0]/k*W@(a*b/(d/2*(xi+eta))),
            q1[0]/k*W@(a*b/(d/2*(xi-eta))), W@(a*b))
Rv = np.array([0.9, -1.1, 1.4])
worst = 0
for q1, q in [((1, 0, 0), (1, 0, 0)), ((2, 1, 1), (3, 2, -1)), ((3, 1, -1), (2, 0, 0)),
              ((4, 3, 2), (3, 1, 0)), ((1, 0, 0), (4, 2, 1)), ((3, 2, 2), (4, 2, 2))]:
    c = sw_closed(q1, q, k, Rv)
    d0, d1, d2, ov = sw_real_space(q1, q, k, Rv)
    assert abs(c) > 1e-3 and abs(c-d0) < 1e-7 and abs(c-d1) < 1e-11 and abs(c-d2) < 1e-11
    worst = max(worst, abs(c-d0))
d0, _, _, ov = sw_real_space((1, 0, 0), (1, 0, 0), k, Rv)
assert abs(d0 - ov) > 0.05                # S is not the ordinary overlap
sd = k*np.linalg.norm(Rv)
axis = np.array([1e-9, 0.0, np.linalg.norm(Rv)])
for q, form in [((1, 0, 0), 1+sd), ((2, 0, 0), -2*sd**2/3), ((2, 1, 0), 2*sd*(1+sd)/3)]:
    assert abs(sw_real_space((1, 0, 0), q, k, axis)[1] - form*np.exp(-sd)) < 1e-8
print(f"max |closed form - real-space definition| = {worst:.1e}")

@lru_cache(None)
def tables(N):
    t, w = cheb(2*N)
    P = {(n, l): polar(n, l, t) for n in range(1, 2*N) for l in range(n)}
    bas = [(n, l) for n in range(1, N+1) for l in range(n)]
    x, wx = roots_legendre(2*N+1)
    y = np.array([np.sqrt((2*l+1)/(4*pi))*eval_legendre(l, x) for l in range(2*N-1)])
    g = 2*pi*np.einsum('ax,bx,cx->abc', y[:N]*wx, y[:N], y, optimize=True)
    a, b, c = np.meshgrid(range(N), range(N), range(2*N-1), indexing='ij')
    g = np.where((a+b+c) % 2 == 0, g*(1 - 2*(((a+c-b)//2) % 2)), 0.0)
    nb, lb = np.array(bas).T
    return w, P, np.array([P[q] for q in bas]), nb, lb, g
def s_ab(N, s):                            # m = 0, A below B, so R = A - B points along -z
    w, P, Pb, nb, lb, g = tables(N)
    S = 0
    for l2 in range(2*N-1):
        G = sum(P[n2, l2]*f_nl(n2, l2, s) for n2 in range(l2+1, 2*N))
        S = S + (g[:, :, l2][np.ix_(lb, lb)]*((Pb*(w*G))@Pb.T)
                 * (-1)**l2*np.sqrt((2*l2+1)/(4*pi)))
    return (2*pi)**1.5*S
def u_aab(N, s):
    t, w = roots_laguerre(N+3)
    x, wx = roots_legendre(40)
    xi, eta = [v.ravel() for v in np.meshgrid(1 + t/s, x, indexing='ij')]
    W = np.outer(w*np.exp(t)/s, wx).ravel()*2*pi*(s/2)**2*(xi + eta)
    F = np.array([radial(n, l, s/2*(xi+eta))*np.sqrt((2*l+1)/(4*pi))
                  * eval_legendre(l, (1 + xi*eta)/(xi+eta))
                  for n in range(1, N+1) for l in range(n)])
    return (F*W)@F.T
def k_sw(N, s, par, S=None):
    nb, lb = tables(N)[3:5]
    S = s_ab(N, s) if S is None else S
    B = np.eye(len(nb)) + par*S*(-1.0)**lb
    return eigvalsh(B/np.sqrt(np.outer(nb, nb)))[-1]
def k_gal(N, s, par, small=False):
    nb, lb = tables(N)[3:5]
    SD = s_ab(N, s)*(-1.0)**lb
    W = np.diag(1/nb) + u_aab(N, s) + par*(1/nb[:, None] + 1/nb[None, :])*SD
    e, v = eigh(np.eye(len(nb)) + par*SD)
    if small:
        return e[0]
    X = v[:, e > 1e-11]/np.sqrt(e[e > 1e-11])
    return eigvalsh(X.T@W@X)[-1]
def r_exact(s, par, nf=25):
    p = s/2
    x, wx = roots_legendre(40)
    ls = np.arange(0 if par > 0 else 1, 26, 2)
    y = np.array([np.sqrt(l+0.5)*eval_legendre(int(l), x) for l in ls])
    A = eigvalsh(np.diag(-ls*(ls+1.0)) + p*p*(y*wx*x*x)@y.T)[-1]
    t, w = roots_laguerre(40)
    xi = 1 + t/(2*p)
    L = np.array([eval_genlaguerre(j, 0, t) for j in range(nf)])
    dL = np.array([-eval_genlaguerre(j-1, 1, t) if j else 0*t for j in range(nf)])
    D = 2*p*(dL - L/2)
    H = (D*w*(xi**2 - 1))@D.T + (L*w*(p*p*xi**2 - A))@L.T
    return eigh(H, (L*w*xi)@L.T, eigvals_only=True)[0]/2

S4, (nb, lb) = s_ab(4, sd), tables(4)[3:5]
for i, j in [(0, 2), (2, 4), (5, 8), (9, 3)]:
    q1, q = (int(nb[i]), int(lb[i]), 0), (int(nb[j]), int(lb[j]), 0)
    assert abs(S4[i, j] - sw_real_space(q1, q, k, -axis)[1]) < 1e-8
assert abs(s_ab(5, 0.0) - np.eye(15)).max() < 1e-12

R = 2.0
root = lambda fun: brentq(lambda s: s - R*fun(s), 1.2, 3.5, xtol=1e-13)
sx = {par: root(lambda s: s/r_exact(s, par)) for par in (1, -1)}
Ex = {par: -0.5*(sx[par]/R)**2 for par in sx}
s0 = sx[1]
assert abs(r_exact(s0, 1) - r_exact(s0, 1, 18)) < 1e-10
for par in sx:
    assert np.all(np.diff([r_exact(s, par) for s in np.linspace(1.0, 5.0, 9)]) > 0)
    ks = [k_sw(N, sx[par], par) for N in range(1, 9)]
    kg = [k_gal(N, sx[par], par) for N in range(1, 9)]
    assert all(a <= b + 1e-9 and b <= sx[par]/R + 1e-9 for a, b in zip(ks, kg))
    assert np.all(np.diff(ks) > 0) and np.all(np.diff(kg) > -1e-8)
print(f"R = {R:.1f} bohr; spheroidal reference:")
for par, nm in ((1, 'g'), (-1, 'u')):
    print(f" 1sigma_{nm}: s = {sx[par]:.9f}, k = {sx[par]/R:.9f} 1/bohr, E = {Ex[par]:.9f} Eh")
S2 = s_ab(2, s0)
for nm, row in zip(('1s', '2s', '2p'), S2):
    print(f"S_AB({nm}; 1s 2s 2p) at exact g s:", " ".join(f"{v:9.6f}" for v in row))
U11 = u_aab(1, s0)[0, 0]
assert abs(U11 - (1 - (1+s0)*np.exp(-2*s0))/s0) < 1e-12
print(f"N=1 at exact g s: U = {U11:.6f}, k_Gal = {k_gal(1, s0, 1):.6f}, "
      f"k_SW = {k_sw(1, s0, 1):.6f} 1/bohr")

# unitarity, group law and 1/n resolution from the 1s row S(1s; nl0) = sqrt(2l+1) f_nl
assert abs(sw_closed((1, 0, 0), (4, 2, 0), k, axis) - np.sqrt(5)*f_nl(4, 2, sd)) < 1e-8
NB, sv = 120, np.array([1.0, 2.0, s0])
unit = weighted = group = 0
for n in range(1, NB+1):
    for l in range(n):
        fv = f_nl(n, l, sv)
        unit += (2*l+1)*fv[2]**2
        weighted += (2*l+1)*fv[2]**2/n
        group += (-1)**l*(2*l+1)*fv[0]*fv[1]*eval_legendre(l, 0.5)
s12 = np.sqrt(1 + 4 + 2*1*2*0.5)
assert abs(group - (1+s12)*np.exp(-s12)) < 1e-4      # truncation at n = 120
cap = 4*np.sqrt(2)/(3*pi)*(s0/(NB+0.5))**1.5
capw = 4*np.sqrt(2)/(5*pi)*s0**1.5*(NB+0.5)**-2.5
assert abs((1-unit)/cap - 1) < 0.03 and abs((U11-weighted)/capw - 1) < 0.03  # O(s/N)
print(f"group law s1=1, s2=2, 60 deg, N={NB}: sum = {group:.7f}, "
      f"direct = {(1+s12)*np.exp(-s12):.7f}")
print(f"unitarity tail N={NB}: {1-unit:.4e}, cap estimate {cap:.4e}")
print(f"1/n-weighted tail N={NB}: {U11-weighted:.4e}, cap estimate {capw:.4e}")
S32 = s_ab(32, s0)
gap = eigvalsh(u_aab(2, s0) - (S32[:3]/tables(32)[3])@S32[:3].T)
assert gap[0] > -1e-12 and gap[-1] < 3e-3
e16, e32 = s0/R - k_sw(16, s0, 1), s0/R - k_sw(32, s0, 1, S32)
expo = np.log(e16/e32)/np.log(32.5/16.5)
assert e32 > 0 and abs(expo - 2.5) < 0.3             # subleading terms of order s/N
print(f"SW k deficit: N=16 {e16:.3e}, N=32 {e32:.3e} 1/bohr, exponent {expo:.2f}")

print("self-consistent 1sigma_g at R = 2 bohr (functions per centre, k 1/bohr, E Eh, error Eh)")
for nm, fun, Ns in (("Gal", k_gal, (1, 2, 3, 4, 6, 8)), ("SW", k_sw, (1, 4, 16))):
    for N in Ns:
        kk = root(lambda s: fun(N, s, 1))/R
        err = -kk*kk/2 - Ex[1]
        assert err > -1e-9
        if nm == "Gal" and N == 8:
            assert err < 1e-6
            E8 = -kk*kk/2
        print(f" {nm} N={N}: {N*(N+1)//2}, {kk:.9f}, {-kk*kk/2:.9f}, {err:.1e}")
ku = root(lambda s: k_gal(8, s, -1))/R
assert -1e-9 < -ku*ku/2 - Ex[-1] < 1e-6
print(f"1sigma_u Gal N=8: E = {-ku*ku/2:.9f} Eh, error {-ku*ku/2-Ex[-1]:.1e} Eh")
print(f"1sigma_g Gal N=8 with 1/R: {E8+1/R:.9f} Eh = {(E8+1/R)*EV:.5f} eV")
small = [k_gal(N, s0, 1, True) for N in (1, 2, 4, 6, 8)]
assert np.all(np.diff(small) < 0) and small[-1] > -1e-12 and small[-1] < 1e-3
print("smallest eigenvalue of S+, N=1,2,4,6,8:", " ".join(f"{v:.1e}" for v in small))

out = []
for nm, fun in (("Gal N=8", lambda s: k_gal(8, s, 1)), ("exact", lambda s: s/r_exact(s, 1))):
    def total(s):
        kk = fun(s)
        return -kk*kk/2 + kk/s
    o = minimize_scalar(total, bounds=(2.6, 3.4), method='bounded', options={'xatol': 1e-7})
    out.append((o.x/fun(o.x), o.fun))
    print(f"{nm}: s_e = {o.x:.4f}, R_e = {out[-1][0]:.4f} bohr, E_tot = {o.fun:.8f} Eh, "
          f"D_e = {-0.5-o.fun:.7f} Eh = {(-0.5-o.fun)*EV:.4f} eV")
assert abs(out[0][0] - out[1][0]) < 1e-3 and abs(out[0][1] - out[1][1]) < 1e-6
print("all good")
```

Running it gives:

```
max |closed form - real-space definition| = 5.5e-12
R = 2.0 bohr; spheroidal reference:
 1sigma_g: s = 2.970029245, k = 1.485014622 1/bohr, E = -1.102634214 Eh
 1sigma_u: s = 2.310903533, k = 1.155451766 1/bohr, E = -0.667534392 Eh
S_AB(1s; 1s 2s 2p) at exact g s:  0.203670 -0.301691 -0.403270
S_AB(2s; 1s 2s 2p) at exact g s: -0.301691  0.349994  0.246381
S_AB(2p; 1s 2s 2p) at exact g s:  0.403270 -0.246381 -0.244346
N=1 at exact g s: U = 0.333179, k_Gal = 1.446010, k_SW = 1.203670 1/bohr
group law s1=1, s2=2, 60 deg, N=120: sum = 0.2586723, direct = 0.2586734
unitarity tail N=120: 2.3148e-03, cap estimate 2.3225e-03
1/n-weighted tail N=120: 1.1518e-05, cap estimate 1.1565e-05
SW k deficit: N=16 4.174e-04, N=32 7.427e-05 1/bohr, exponent 2.55
self-consistent 1sigma_g at R = 2 bohr (functions per centre, k 1/bohr, E Eh, error Eh)
 Gal N=1: 1, 1.455461207, -1.059183663, 4.3e-02
 Gal N=2: 3, 1.484443203, -1.101785811, 8.5e-04
 Gal N=3: 6, 1.484953206, -1.102543013, 9.1e-05
 Gal N=4: 10, 1.485000747, -1.102613610, 2.1e-05
 Gal N=6: 21, 1.485013607, -1.102632706, 1.5e-06
 Gal N=8: 36, 1.485014522, -1.102634065, 1.5e-07
 SW N=1: 1, 1.276566644, -0.814811199, 2.9e-01
 SW N=4: 10, 1.475559936, -1.088638562, 1.4e-02
 SW N=16: 136, 1.484692122, -1.102155348, 4.8e-04
1sigma_u Gal N=8: E = -0.667534371 Eh, error 2.1e-08 Eh
1sigma_g Gal N=8 with 1/R: -0.602634065 Eh = -16.39851 eV
smallest eigenvalue of S+, N=1,2,4,6,8: 1.2e+00 8.1e-01 2.5e-04 7.9e-12 3.9e-15
Gal N=8: s_e = 2.9668, R_e = 1.9972 bohr, E_tot = -0.60263447 Eh, D_e = 0.1026345 Eh = 2.7928 eV
exact: s_e = 2.9668, R_e = 1.9972 bohr, E_tot = -0.60263462 Eh, D_e = 0.1026346 Eh = 2.7928 eV
all good
```
